# Overlap of two numerical orbitals as a sum over Gaunt coefficients: a program that tests the result

```python
"""Two-centre overlap of numerical orbitals f(r) Y_lm, tested against real space.

Result under test (orbital 1 at the origin, orbital 2 at the vector R):
  S(R) = 4 pi sum_l i^(l1-l2-l) G_l Y_lm(R/|R|) I_l(|R|),   m = m2 - m1
  I_l(R) = integral of k^2 j_l(kR) F1(k) F2(k) dk
  F(k)   = sqrt(2/pi) * integral of r^2 j_l(kr) f(r) dr
  G_l    = angular integral of conj(Y_l1m1) Y_l2m2 conj(Y_lm)
Y_lm: complex spherical harmonics with Condon-Shortley phase.
Lengths in bohr, energies in hartree. The orbitals are the lowest states of
the potential -Z/r inside a hard sphere, computed numerically.
"""
from functools import lru_cache
from math import factorial
import numpy as np
import mpmath as mp
from numpy.polynomial import legendre
from scipy.linalg import eigh
from scipy.special import lpmv, spherical_jn
from sympy.physics.wigner import wigner_3j


def gauss(a, b, n):
    x, w = legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def harmonic(l, m, v):
    """Complex Y_lm in the direction of the Cartesian vectors v."""
    v = np.asarray(v, float)
    c = np.clip(v[..., 2] / np.linalg.norm(v, axis=-1), -1, 1)
    phi = np.arctan2(v[..., 1], v[..., 0])
    q = abs(m)
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - q) / factorial(l + q))
    y = norm * lpmv(q, l, c) * np.exp(1j * q * phi)
    return y if m >= 0 else (-1)**q * np.conj(y)


def real_harmonic(l, m, v):
    if m == 0:
        return harmonic(l, 0, v).real
    y = np.sqrt(2) * (-1)**abs(m) * harmonic(l, abs(m), v)
    return y.real if m > 0 else y.imag


class Orbital:
    """Lowest state of angular momentum l in -Z/r with a hard wall at rc."""

    def __init__(self, l, Z, rc, nbasis=14):
        self.l, self.Z, self.rc = l, Z, rc
        r, w = gauss(0, rc, 60)
        x = r / rc
        P = legendre.legvander(2*x - 1, nbasis - 1)
        dP = np.array([legendre.legval(2*x - 1, legendre.legder(row))
                       for row in np.eye(nbasis)]).T
        g = x**(l + 1) * (1 - x)
        dg = (l + 1) * x**l * (1 - x) - x**(l + 1)
        u = g[:, None] * P
        du = (dg[:, None] * P + 2 * g[:, None] * dP) / rc
        pot = l*(l + 1) / (2*r**2) - Z / r
        H = 0.5 * du.T @ (w[:, None]*du) + u.T @ ((w*pot)[:, None]*u)
        O = u.T @ (w[:, None]*u)
        energy, vec = eigh(H, O)
        self.energy, self.coef = energy[0], vec[:, 0]
        if self(np.array([rc / 2]))[0] < 0:
            self.coef = -self.coef
        # slope of u = r f at the wall
        self.wall_slope = -legendre.legval(1.0, self.coef) / rc

    def __call__(self, r):
        x = np.asarray(r) / self.rc
        inside = x < 1
        xs = np.where(inside, x, 0.5)
        f = xs**self.l * (1 - xs) * legendre.legval(2*xs - 1, self.coef)
        return np.where(inside, f / self.rc, 0.0)

    def transform(self, k):
        r, w = gauss(0, self.rc, 400)
        bessel = spherical_jn(self.l, np.outer(k, r))
        return np.sqrt(2/np.pi) * bessel @ (w * r**2 * self(r))


@lru_cache(None)
def gaunt(l1, m1, l2, m2, l):
    m = m2 - m1
    root = np.sqrt((2*l1 + 1) * (2*l2 + 1) * (2*l + 1) / (4*np.pi))
    return ((-1)**abs(m2) * root * float(wigner_3j(l1, l2, l, 0, 0, 0))
            * float(wigner_3j(l1, l2, l, -m1, m2, -m)))


def radial_integral(l, R, F1, F2, k, wk):
    return np.sum(wk * k**2 * spherical_jn(l, k*R) * F1 * F2)


def sign_factor(l1, l2, l):
    return 1 if (l1 - l2 - l) % 4 == 0 else -1


def terms(l1, m1, l2, m2, Rvec, F1, F2, k, wk):
    """Contributions to the overlap, keyed by l."""
    R, m, out = np.linalg.norm(Rvec), m2 - m1, {}
    for l in range(abs(l1 - l2), l1 + l2 + 1, 2):
        if abs(m) <= l:
            out[l] = (4*np.pi * sign_factor(l1, l2, l)
                      * gaunt(l1, m1, l2, m2, l) * harmonic(l, m, Rvec)
                      * radial_integral(l, R, F1, F2, k, wk))
    return out


def two_centre_grid(c1, c2, Rvec):
    """Points and weights from d3r = (r1 r2 / R) dr1 dr2 dphi."""
    R = np.linalg.norm(Rvec)
    axis = Rvec / R
    helper = np.eye(3)[np.argmin(abs(axis))]
    e1 = np.cross(axis, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(axis, e1)
    phi = 2*np.pi * np.arange(12) / 12
    ring = np.outer(np.cos(phi), e1) + np.outer(np.sin(phi), e2)
    edges = sorted({0.0, float(c1)} | {float(b) for b in
                   (R, R - c2, c2 - R, R + c2) if 0 < b < c1})
    pts, wts = [], []
    for a, b in zip(edges[:-1], edges[1:]):
        for r1, w1 in zip(*gauss(a, b, 30)):
            lo, hi = abs(R - r1), min(c2, R + r1)
            if hi <= lo:
                continue
            r2, w2 = gauss(lo, hi, 30)
            z = (R**2 + r1**2 - r2**2) / (2*R)
            rho = np.sqrt(np.maximum(r1**2 - z**2, 0))
            p = z[:, None, None]*axis + rho[:, None, None]*ring[None]
            pts.append(p.reshape(-1, 3))
            wts.append(np.repeat(w1 * w2 * r1 * r2 / R * 2*np.pi/12, 12))
    return np.concatenate(pts), np.concatenate(wts)


def direct_table(o1, o2, Rvec, ang=harmonic):
    """Real-space overlaps for all (m1, m2)."""
    p, w = two_centre_grid(o1.rc, o2.rc, Rvec)
    q = p - Rvec
    radial = w * o1(np.linalg.norm(p, axis=1)) * o2(np.linalg.norm(q, axis=1))
    A = np.array([ang(o1.l, m, p) for m in range(-o1.l, o1.l + 1)])
    B = np.array([ang(o2.l, m, q) for m in range(-o2.l, o2.l + 1)])
    return (A.conj() * radial) @ B.T


p_orb, d_orb = Orbital(1, 1.0, 5.0), Orbital(2, 2.0, 6.0)
KMAX = 100.0
k, wk = gauss(0, KMAX, 1600)
Fp, Fd = p_orb.transform(k), d_orb.transform(k)

# Numerical orbitals against the confluent hypergeometric solution
for o in (p_orb, d_orb):
    kap = mp.sqrt(mp.mpc(-2 * o.energy))

    def analytic(r):
        return (mp.mpf(r)**o.l * mp.exp(-kap*r)
                * mp.hyp1f1(o.l + 1 - o.Z/kap, 2*o.l + 2, 2*kap*r))
    ref = analytic(0.5 * o.rc)
    assert abs(analytic(o.rc) / ref) < 1e-6
    ratio = o(np.array([0.3*o.rc]))[0] / o(np.array([0.5*o.rc]))[0]
    assert abs(analytic(0.3 * o.rc) / ref - ratio) < 1e-6

# Angular quadrature grid
ct, wt = gauss(-1, 1, 24)
az = 2*np.pi * np.arange(40) / 40
st = np.sqrt(1 - ct**2)
sphere = np.stack([np.outer(st, np.cos(az)), np.outer(st, np.sin(az)),
                   np.outer(ct, np.ones(40))], axis=-1).reshape(-1, 3)
wsphere = np.repeat(wt * 2*np.pi/40, 40)

# Gaunt coefficients: 3j formula against quadrature, selection rules included
for l1, l2 in ((1, 2), (1, 1), (2, 2)):
    for m1 in range(-l1, l1 + 1):
        for m2 in range(-l2, l2 + 1):
            prod = (wsphere * harmonic(l1, m1, sphere).conj()
                    * harmonic(l2, m2, sphere))
            for l in range(l1 + l2 + 3):
                allowed = (abs(l1 - l2) <= l <= l1 + l2
                           and (l1 + l2 + l) % 2 == 0)
                for m in range(-l, l + 1):
                    num = np.sum(prod * harmonic(l, m, sphere).conj())
                    want = (gaunt(l1, m1, l2, m2, l)
                            if allowed and m == m2 - m1 else 0.0)
                    assert abs(num - want) < 1e-11

# Plane-wave expansion, and the transform of one orbital in three dimensions
kvec, Rvec = np.array([0.5, -0.8, 1.1]), np.array([1.0, 2.0, 2.0])
R, kn = np.linalg.norm(Rvec), np.linalg.norm(kvec)
series = 4*np.pi * sum((-1j)**l * spherical_jn(l, kn*R)
                       * np.conj(harmonic(l, m, kvec)) * harmonic(l, m, Rvec)
                       for l in range(26) for m in range(-l, l + 1))
assert abs(series - np.exp(-1j * kvec @ Rvec)) < 1e-11
for o in (p_orb, d_orb):
    r, w = gauss(0, o.rc, 60)
    wave = np.exp(-1j * np.outer(r, sphere @ kvec))
    for m in range(-o.l, o.l + 1):
        full = ((w * r**2 * o(r)) @ wave @ (wsphere * harmonic(o.l, m, sphere))
                / (2*np.pi)**1.5)
        short = ((-1j)**o.l * o.transform(np.array([kn]))[0]
                 * harmonic(o.l, m, kvec))
        assert abs(full - short) < 1e-10

# Main result: all m pairs, four orbital pairs, two bond vectors
worst = 0.0
for vec in (Rvec, np.array([-2.0, 3.0, -6.0])):
    for o1, F1, o2, F2 in ((p_orb, Fp, d_orb, Fd), (d_orb, Fd, p_orb, Fp),
                           (p_orb, Fp, p_orb, Fp), (d_orb, Fd, d_orb, Fd)):
        exact = direct_table(o1, o2, vec)
        for m1 in range(-o1.l, o1.l + 1):
            for m2 in range(-o2.l, o2.l + 1):
                s = sum(terms(o1.l, m1, o2.l, m2, vec, F1, F2, k, wk).values())
                worst = max(worst, abs(s - exact[m1 + o1.l, m2 + o2.l]))
assert worst < 1e-7  # k integral is cut at KMAX

# Same result with real harmonics, where the sum over m must be kept
exact = direct_table(p_orb, d_orb, Rvec, real_harmonic)
worst_real = 0.0
for m1 in range(-1, 2):
    for m2 in range(-2, 3):
        prod = (wsphere * real_harmonic(1, m1, sphere)
                * real_harmonic(2, m2, sphere))
        s = 0.0
        for l in (1, 3):
            ang = sum(np.sum(prod * real_harmonic(l, m, sphere))
                      * real_harmonic(l, m, Rvec) for m in range(-l, l + 1))
            s += (4*np.pi * sign_factor(1, 2, l) * ang
                  * radial_integral(l, R, Fp, Fd, k, wk))
        worst_real = max(worst_real, abs(s - exact[m1 + 1, m2 + 2]))
assert worst_real < 1e-7

print("p orbital: Z = %.0f, cutoff = %.0f bohr, energy = %.6f hartree"
      % (p_orb.Z, p_orb.rc, p_orb.energy))
print("d orbital: Z = %.0f, cutoff = %.0f bohr, energy = %.6f hartree"
      % (d_orb.Z, d_orb.rc, d_orb.energy))
print("bond vector (bohr):", Rvec, " length = %.4f bohr" % R)
print("p-d overlap with m1 = 0, m2 = 1, so m = 1 (all dimensionless):")
parts = terms(1, 0, 2, 1, Rvec, Fp, Fd, k, wk)
for l, val in parts.items():
    y = harmonic(l, 1, Rvec)
    print(" l=%d sign factor = %+d, Gaunt G = %+.6f"
          % (l, sign_factor(1, 2, l), gaunt(1, 0, 2, 1, l)))
    print(" l=%d Y_l1(bond) = %+.6f %+.6f i" % (l, y.real, y.imag))
    print(" l=%d radial integral I_l = %+.7f"
          % (l, radial_integral(l, R, Fp, Fd, k, wk)))
    print(" l=%d term = %+.7f %+.7f i" % (l, val.real, val.imag))
total = sum(parts.values())
real_space = direct_table(p_orb, d_orb, Rvec)[1, 3]
print("sum of terms       = %+.7f %+.7f i" % (total.real, total.imag))
print("real-space overlap = %+.7f %+.7f i" % (real_space.real, real_space.imag))
print("largest deviation, all m pairs and bonds = %.1e" % worst)
print("largest deviation, real harmonics, p-d = %.1e" % worst_real)

# Zero distance: norms from k space, orthogonality of different l
for name, o, F in (("p", p_orb, Fp), ("d", d_orb, Fd)):
    norm = radial_integral(0, 0.0, F, F, k, wk)
    assert abs(norm - 1) < 1e-6
    print("norm of %s from k space at R = 0: %.8f" % (name, norm))
assert abs(radial_integral(1, 0.0, Fp, Fd, k, wk)) < 1e-12

# Bond along z: diagonal in m
print("p-d overlap, bond along z: R (bohr), sigma (m=0), pi (m=1)")
for dist in (1.0, 3.0, 5.0, 7.0, 9.0):
    vec = np.array([0.0, 0.0, dist])
    table = direct_table(p_orb, d_orb, vec)
    sig = sum(terms(1, 0, 2, 0, vec, Fp, Fd, k, wk).values()).real
    pi_ = sum(terms(1, 1, 2, 1, vec, Fp, Fd, k, wk).values()).real
    assert abs(sig - table[1, 2]) < 1e-7 and abs(pi_ - table[2, 3]) < 1e-7
    off = [abs(table[a + 1, b + 2]) for a in range(-1, 2)
           for b in range(-2, 3) if a != b]
    assert max(off) < 1e-11
    print("  %.1f  %+.6f  %+.6f" % (dist, sig, pi_))

# Beyond the sum of the cutoffs
far = 12.0
I1, I3, I5 = (radial_integral(l, far, Fp, Fd, k, wk) for l in (1, 3, 5))
assert abs(I1) < 1e-8 and abs(I3) < 1e-8 and abs(I5) > 1e-4
print("R = %.0f bohr, sum of cutoffs = %.0f bohr:" % (far, p_orb.rc + d_orb.rc))
print("  allowed |I_1| = %.1e, |I_3| = %.1e" % (abs(I1), abs(I3)))
print("  forbidden I_5 = %.6f" % I5)

# Large-k law of the transforms and the error of a finite upper limit K
for name, o, F in (("p", p_orb, Fp), ("d", d_orb, Fd)):
    envelope = np.sqrt(2/np.pi) * abs(o.wall_slope)
    peak = np.max((k**3 * abs(F))[k > 50])
    assert abs(peak / envelope - 1) < 0.02
    big = k > 50
    law = (np.sqrt(2/np.pi) * o.wall_slope
           * np.sin(k*o.rc - o.l*np.pi/2))
    assert np.max(abs(k**3 * F - law)[big]) < 0.05 * envelope
    print("%s: max k^3|F| for k > 50 = %.5f, predicted %.5f bohr^(-3/2)"
          % (name, peak, envelope))
print("upper limit K (1/bohr), error of I_1, error of I_3, estimated bound")
for K in (10.0, 20.0, 40.0):
    ks, ws = gauss(0, K, 800)
    A, B = p_orb.transform(ks), d_orb.transform(ks)
    err = [abs(radial_integral(l, R, A, B, ks, ws)
               - radial_integral(l, R, Fp, Fd, k, wk)) for l in (1, 3)]
    bound = (2/np.pi * abs(p_orb.wall_slope * d_orb.wall_slope)
             / (4 * R * K**4))
    if K >= 20:  # the estimate is a large-K one
        assert max(err) < bound
    print("  %.0f  %.1e  %.1e  %.1e" % (K, err[0], err[1], bound))

print("ALL CHECKS PASSED")
```

Running it gives:

```
p orbital: Z = 1, cutoff = 5 bohr, energy = 0.007594 hartree
d orbital: Z = 2, cutoff = 6 bohr, energy = -0.125000 hartree
bond vector (bohr): [1. 2. 2.]  length = 3.0000 bohr
p-d overlap with m1 = 0, m2 = 1, so m = 1 (all dimensionless):
 l=1 sign factor = -1, Gaunt G = +0.218510
 l=1 Y_l1(bond) = -0.115165 -0.230329 i
 l=1 radial integral I_l = +0.3284574
 l=1 term = +0.1038673 +0.2077347 i
 l=3 sign factor = +1, Gaunt G = +0.233597
 l=3 Y_l1(bond) = -0.131666 -0.263332 i
 l=3 radial integral I_l = +0.1269949
 l=3 term = -0.0490836 -0.0981672 i
sum of terms       = +0.0547837 +0.1095675 i
real-space overlap = +0.0547837 +0.1095675 i
largest deviation, all m pairs and bonds = 4.7e-13
largest deviation, real harmonics, p-d = 6.0e-13
norm of p from k space at R = 0: 0.99999998
norm of d from k space at R = 0: 0.99999999
p-d overlap, bond along z: R (bohr), sigma (m=0), pi (m=1)
  1.0  -0.402145  -0.377330
  3.0  -0.213734  -0.611053
  5.0  +0.356245  -0.281672
  7.0  +0.198210  -0.045254
  9.0  +0.017169  -0.001348
R = 12 bohr, sum of cutoffs = 11 bohr:
  allowed |I_1| = 1.8e-13, |I_3| = 1.7e-13
  forbidden I_5 = 0.011762
p: max k^3|F| for k > 50 = 0.33702, predicted 0.33641 bohr^(-3/2)
d: max k^3|F| for k > 50 = 0.28927, predicted 0.28926 bohr^(-3/2)
upper limit K (1/bohr), error of I_1, error of I_3, estimated bound
  10  4.0e-08  4.1e-08  8.1e-07
  20  1.3e-10  2.8e-10  5.1e-08
  40  7.2e-13  1.3e-12  3.2e-09
ALL CHECKS PASSED
```
